\section*{Does square-root-of-time moisture uptake prove a constant diffusivity?}

\section*{Question}

I expose a blanket polymer dielectric, 10~$\mu$m thick on a silicon wafer, to a step in humidity and record its mass. The uptake is a straight line against $\sqrt t$ until the film is about half full. I read this as Fickian diffusion with a constant diffusivity $D$, took $D$ from the slope, and want to use it to predict when moisture reaches the metal under the film. A colleague says that the straight line does not show that $D$ is constant. What does it show, and does the difference matter for my prediction?

\section*{Answer}

Your colleague is right. A diffusivity that depends on the local concentration gives the same $\sqrt t$ law while the film acts as semi-infinite. Such transport still obeys Fick's law, so uptake can be Fickian and follow the line without $D$ being constant. The difference does matter for the arrival time.

\subsection*{Why any $D(c)$ gives $\sqrt t$}

Let the film occupy $x>0$, with uniform initial concentration $c_i$ and surface concentration $c_s$ held from $t=0$. The flux is $-D(c)\,\partial c/\partial x$, where $D$ is positive, continuous and a function of $c$ alone. Mass balance gives
\begin{equation}
\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left[D(c)\frac{\partial c}{\partial x}\right].
\label{pde}
\end{equation}
Stretch a solution: $c_\lambda(x,t)=c(\lambda x,\lambda^2t)$. Its time derivative gains a factor $\lambda^2$, and so does the right-hand side, through its two $x$-derivatives. The values of $D$ are unaffected, because $D$ depends on $c$ only. Hence $c_\lambda$ also solves (\ref{pde}), with the same initial and surface values.

There is only one such solution. Let $w=c_1-c_2$ be the difference of two, both approaching $c_i$ with vanishing flux at large $x$, and let $K(c)=\int_{c_i}^{c}D\,dc'$. Then $\partial_t w=\partial_x^2(K_1-K_2)$, and $K_1-K_2$ has the sign of $w$ because $D>0$. On an interval where $w>0$, with $w=0$ at its ends, the integral of $\partial_x^2(K_1-K_2)$ is the slope of $K_1-K_2$ at the right end minus that at the left. The first is not positive and the second not negative, so the area under $w$ cannot grow. Where $w<0$ the signs reverse. Thus $\int|w|\,dx$, which starts at zero, stays zero.

Therefore $c(\lambda x,\lambda^2t)=c(x,t)$ for every $\lambda>0$. Choosing $\lambda=\sqrt{t_0/t}$ with a fixed $t_0$ shows that $c$ depends on $x$ and $t$ only through $\eta=x/\sqrt t$. Write $c=f(\eta)$. The uptake per area is
\begin{equation}
M=\int_0^\infty(c-c_i)\,dx=\sqrt t\int_0^\infty(f-c_i)\,d\eta\equiv S\sqrt t .
\end{equation}
Nothing here required $D$ to be constant. With $\partial_t c=-\eta f'/(2t)$ and $\partial_x=t^{-1/2}d/d\eta$, equation (\ref{pde}) becomes
\begin{equation}
(Df')'+\tfrac12\eta f'=0 .
\label{ode}
\end{equation}

The line does carry information: it is evidence against an extra length or time that matters during the measurement. Suppose $D$ depends on position, with a 2~$\mu$m skin at $4\times10^{-9}$~cm$^2$/s over material at $1\times10^{-9}$~cm$^2$/s. The computed uptake between 25 and 100~s then follows an average power of 0.36, not 0.50. The same fast skin only 0.02~$\mu$m thick would give 0.497 and pass unnoticed, whereas a barrier skin of that thickness at $1\times10^{-11}$~cm$^2$/s would give 0.75.

\subsection*{What the slope measures}

For constant $D$, (\ref{ode}) gives $f'\propto e^{-\eta^2/4D}$, so $f=c_i+\Delta c\,\mathrm{erfc}(\eta/2\sqrt D)$ with $\Delta c=c_s-c_i$. Integration by parts gives $\int_0^\infty\mathrm{erfc}\,z\,dz=1/\sqrt\pi$, hence $S=2\Delta c\sqrt{D/\pi}$. Your fit therefore reports
\begin{equation}
D_{\rm app}=\frac{\pi S^2}{4(\Delta c)^2},
\end{equation}
whatever the true $D(c)$ is.

To see which average this is, let $u=(c-c_i)/\Delta c$, $D=D_0[1+\varepsilon g(u)]$ and $y=\eta/(2\sqrt{D_0})$. With primes now denoting $d/dy$, (\ref{ode}) reads
\begin{equation}
[(1+\varepsilon g)u']'+2yu'=0,\qquad u(0)=1,\quad u(\infty)=0 .
\end{equation}
Since $S=2\sqrt{D_0}\,\Delta c\,I$ with $I=\int_0^\infty u\,dy$, we have $D_{\rm app}/D_0=\pi I^2$. Expand $u=u_0+\varepsilon u_1$, where $u_0=\mathrm{erfc}\,y$. At first order,
\begin{equation}
u_1''+2yu_1'=-(g(u_0)u_0')',\qquad u_1(0)=u_1(\infty)=0 .
\label{first}
\end{equation}
Only $I_1=\int_0^\infty u_1\,dy$ is needed. Take
\begin{equation}
\phi=\tfrac12\left(e^{y^2}\mathrm{erfc}\,y-1\right),\qquad
\phi'=y\,e^{y^2}\mathrm{erfc}\,y-\frac1{\sqrt\pi}.
\end{equation}
Then $\phi(0)=0$, $\phi$ is bounded, and $\phi'-2y\phi=y-1/\sqrt\pi$, so $\phi''-(2y\phi)'=1$. Multiply (\ref{first}) by $\phi$ and integrate by parts. The boundary terms vanish, because $\phi$ and $u_1$ are zero at $y=0$ and $u_1$, $u_1'$ and $u_0'$ decay rapidly at large $y$:
\begin{equation}
I_1=\int_0^\infty u_1\left[\phi''-(2y\phi)'\right]dy=\int_0^\infty\phi'\,g(u_0)\,u_0'\,dy=-\int_0^1\phi'\,g(u)\,du .
\end{equation}
The last sign arises because $u$ runs from 1 to 0 as $y$ rises. With $I=1/\sqrt\pi+\varepsilon I_1$, $\pi I^2=1+2\sqrt\pi\,\varepsilon I_1$ to first order, or
\begin{equation}
\frac{D_{\rm app}}{D_0}=1+\varepsilon\int_0^1w\,g\,du,\qquad
w=2\left[1-\sqrt\pi\,y\,e^{y^2}\mathrm{erfc}\,y\right],\quad u=\mathrm{erfc}\,y .
\label{weight}
\end{equation}
The weight is 2 at the surface concentration. It vanishes at the initial one, since $\mathrm{erfc}\,y\to e^{-y^2}/(\sqrt\pi y)$ at large $y$. Using $du=-(2/\sqrt\pi)e^{-y^2}dy$ and $\int_0^\infty y\,\mathrm{erfc}\,y\,dy=\frac14$, its integral is $2-4\cdot\frac14=1$. To this order, then, $D_{\rm app}=\int_0^1wD\,du$, an average tilted towards the surface concentration.

For a linear dependence, $g=u$, the average is
\begin{align}
\int_0^1wu\,du&=1-4J,\qquad J=\int_0^\infty y\,\mathrm{erfc}^2y\,dy
=\frac2{\sqrt\pi}\int_0^\infty y^2e^{-y^2}\mathrm{erfc}\,y\,dy,\\
\int_0^\infty y^2e^{-y^2}\mathrm{erfc}\,y\,dy
&=\frac12\int_0^\infty e^{-y^2}\mathrm{erfc}\,y\,dy-\frac1{\sqrt\pi}\int_0^\infty y\,e^{-2y^2}dy
=\frac{\sqrt\pi}8-\frac1{4\sqrt\pi}.
\end{align}
Both lines use integration by parts. Thus $J=\frac14-\frac1{2\pi}$, and the average is $2/\pi\approx0.637$. In desorption the surface is the dry end, so the saturation fraction is $1-u$ and its average is $1-2/\pi\approx0.363$.

\subsection*{Numbers for a 10 $\mu$m film}

Let $D$ rise linearly from $1\times10^{-9}$~cm$^2$/s when dry to $4\times10^{-9}$~cm$^2$/s at saturation, which is 30~mg/cm$^3$. The full film then holds 30~$\mu$g/cm$^2$. In units of $10^{-9}$~cm$^2$/s, the first-order estimates are
\begin{equation}
1+0.637\times3=2.91\ \text{(sorption)},\qquad 1+0.363\times3=2.09\ \text{(desorption)} .
\end{equation}
The nonlinear solution gives 2.88 and 2.06. The estimates are within 1.5\% of these values, although $D$ varies fourfold.

The sorption slope is
\begin{equation}
S=2\,(3\times10^4~\mu\mathrm{g/cm^3})\sqrt{\frac{2.88\times10^{-9}~\mathrm{cm^2/s}}{\pi}}
=1.82~\mu\mathrm{g\,cm^{-2}\,s^{-1/2}} .
\end{equation}
Direct solution of (\ref{pde}) in the finite film gives 4.06, 8.12 and 16.25~$\mu$g/cm$^2$ at 5, 20 and 80~s. Each fourfold increase in time doubles the uptake, as your data do, with $D$ far from constant.

Now take the constant $D_{\rm app}$ from that slope and ask when the base reaches 10\% of saturation. The constant-$D$ model says 45~s; the true $D(c)$ gives 66~s. The fitted model is 32\% too early relative to the true time, yet both times lie on the straight part of the uptake curve. The slope fixes how much water has entered, not how it is distributed. The sign of the error is not fixed either. If $D$ instead falls linearly from 4 to $1\times10^{-9}$~cm$^2$/s, the slope gives $D_{\rm app}=2.06\times10^{-9}$~cm$^2$/s and the fit puts the 10\% arrival at 63~s, while the true time is 44~s: the fit is then late, the unsafe side. Even for the rising $D(c)$ the sign depends on the threshold: the base reaches 90\% at 309~s, against 358~s from the fit.

The line ends when the closed base affects the flux at the surface. Uptake falls 1\% below it at 153~s (74\% full) for the true $D(c)$, and at 111~s (63\% full) for the constant $D_{\rm app}$. For constant $D$ this fraction is the same for every $D$ and thickness $L$, since only $Dt/L^2$ enters. The falling $D(c)$ leaves its line earlier, at 103~s (51\% full). The end of the line is therefore a clue, but a weak one: over the whole uptake the curves for the rising $D(c)$ and for its constant $D_{\rm app}$ differ by at most 2.8\% of saturation.

\subsection*{Measurements that can refute constant $D$}

\emph{Change the step height.} Constant $D$ gives the same $D_{\rm app}$ for every step. Here steps from dry to 25, 50 and 100\% of saturation give 1.47, 1.94 and $2.88\times10^{-9}$~cm$^2$/s. As the step shrinks, $D_{\rm app}$ tends to $D(c_i)$, because $D$ hardly varies over the interval.

\emph{Compare sorption with desorption} over the same interval. The ratio of $D_{\rm app}$ here is 1.40. Equality would not prove constancy, however. With saturation fraction $s$, if $D(s)=D(1-s)$, then $1-s$ obeys in desorption the same equation and boundary values as $s$ in sorption. For $D=[1+12s(1-s)]\times10^{-9}$~cm$^2$/s both directions give $2.94\times10^{-9}$~cm$^2$/s, but a step from dry to 10\% gives $1.70\times10^{-9}$~cm$^2$/s and exposes the variation.

\emph{Measure a depth profile} while the film still acts as semi-infinite. Integrating (\ref{ode}) inwards from $\eta=\infty$, where $f'=0$, gives $D\,dc/d\eta=-\frac12\int_{c_i}^{c}\eta\,dc'$. With $\eta=x/\sqrt t$,
\begin{equation}
D(c)=-\frac1{2t}\,\frac{dx}{dc}\int_{c_i}^{c}x\,dc' .
\end{equation}
Applied to a computed profile at 100~s in a 40~$\mu$m film, this returns 1.75, 2.50 and $3.25\times10^{-9}$~cm$^2$/s at 25, 50 and 75\% of saturation, equal to the input at the digits shown.

\subsection*{How close this is to a real film}

The diffusivities and water content are of the rough size found in polyimide dielectrics near room temperature. The fourfold linear rise is a chosen value, not a property of a particular polyimide. One assumption that is easily broken is the sudden surface step. A 1~s linear ramp in surface concentration lowers the uptake by 6.2\% at 5~s but by 0.4\% at 80~s. A 10~s ramp lowers it by 16\% at 20~s and 3.8\% at 80~s, and delays the 66~s arrival to 72~s. Points taken within a few ramp times should therefore carry little weight, and a slow chamber needs its measured humidity history in the model. Supply through 1~mm of still air at 20~Torr of vapour, with a linear sorption isotherm, costs 1.8\% at 5~s and 0.5\% at 80~s. Swelling would thicken the full film by about 3\% if volumes add. Heat of sorption could warm a wafer that loses no heat by 0.6~K, raising $D$ by about 3\% for an activation energy of 0.4~eV. That same energy multiplies $D$ by about 14 between 298 and 358~K; if all of $D(c)$ scales together at fixed boundary concentrations, the 66~s arrival shortens to about 5~s. Slow polymer relaxation and chemical binding of water are left out, and their size is not estimated here. The numerical output lists the values used.

For your film, repeat the measurement with a smaller humidity step before using the slope to predict arrival at the metal. If $D_{\rm app}$ changes by more than your measurement error and the effects above can explain, the constant-$D$ prediction is not safe. If it does not change, one smaller step is not yet proof of a constant $D$: for the symmetric $D(s)$ above, a step from dry to 35\% gives nearly the same $D_{\rm app}$ as the full step. Add a much smaller step, or steps from different starting humidities.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Film thickness: 10.0 um
D dry, D saturated: 1.00e-09, 4.00e-09 cm^2/s
Saturation concentration: 30.0 mg/cm^3
Saturated film uptake: 30.00 ug/cm^2
Thick film, exponent of t, sorption: 0.5000
Thick film, exponent of t, desorption: 0.5000
Control, 2 um fast skin, exponent of t: 0.3609
Profile collapse, largest mismatch in u: 1.6e-05
D_app sorption: 2.880e-09 cm^2/s
D_app desorption: 2.061e-09 cm^2/s
Ratio sorption/desorption of D_app: 1.397
First-order D_app sorption: 2.910e-09 cm^2/s
First-order D_app desorption: 2.090e-09 cm^2/s
Linear-D weight, sorption: numeric 0.6366, 2/pi 0.6366
Linear-D weight, desorption: numeric 0.3634, 1-2/pi 0.3634
D_app, step from dry to u = 0.25: 1.474e-09 cm^2/s
D_app, step from dry to u = 0.50: 1.944e-09 cm^2/s
D_app, step from dry to u = 1.00: 2.880e-09 cm^2/s
D from one profile at u = 0.25: 1.750e-09 cm^2/s (input 1.750e-09)
D from one profile at u = 0.50: 2.500e-09 cm^2/s (input 2.500e-09)
D from one profile at u = 0.75: 3.250e-09 cm^2/s (input 3.250e-09)
Symmetric D, D_app full sorption: 2.938e-09 cm^2/s
Symmetric D, D_app full desorption: 2.939e-09 cm^2/s
Symmetric D, D_app step to u = 0.10: 1.701e-09 cm^2/s
Sorption slope S: 1.817 ug/(cm^2 s^0.5)
Film uptake at 5 s: 4.062 ug/cm^2 (S sqrt(t): 4.062)
Film uptake at 20 s: 8.124 ug/cm^2 (S sqrt(t): 8.124)
Film uptake at 80 s: 16.248 ug/cm^2 (S sqrt(t): 16.249)
1 % below sqrt(t) line, sorption: 152.9 s, fraction 0.741
1 % below sqrt(t) line, desorption: 102.8 s, fraction 0.514
1 % below sqrt(t) line, constant D_app: 111.0 s, fraction 0.632
Base reaches u = 0.10, true D(c): 66.1 s
Base reaches u = 0.10, constant D_app: 45.2 s
Largest gap of the two uptake curves: 2.84 % of saturation
Rough inputs: 20 Torr vapour, 1 mm still air, D_air 0.25 cm^2/s
Rough inputs: activation 0.4 eV, latent heat 2400 J/g
Rough inputs: wafer 750 um, 1.6 J/(cm^3 K)
Uptake lost at 5 s: 1 s ramp 6.20 %, still air 1.78 %
Uptake lost at 20 s: 1 s ramp 1.51 %, still air 0.90 %
Uptake lost at 80 s: 1 s ramp 0.38 %, still air 0.45 %
Swelling if volumes add: 3.0 %
Heating at full uptake, no heat loss: 0.60 K
Change of D by that heating: 3.2 %
D factor from 298 K to 358 K: 13.6
\end{verbatim}
